# Zero-Point Energy of an O-H Stretch from Its Wavenumber

## Problem

Hydrogen in an oxide semiconductor can be bound to an oxygen atom, and the O-H bond then absorbs infrared light at its stretching vibration. Take a stretching wavenumber $w=3500\ \mathrm{cm^{-1}}$, where $w=1/\lambda$ and $\lambda$ is the vacuum wavelength of the absorbed light.

Treat the stretch as one harmonic coordinate $x$, the change of bond length from equilibrium, with reduced mass $\mu$ and potential energy $kx^2/2$. Measure energies from the minimum of this potential.

(a) Express the energy of a photon of wavenumber $w$ in electronvolts.

(b) Derive the energy levels of the oscillator and identify the lowest one.

(c) Show which level spacing the infrared line measures, if the bond starts in its ground state and its dipole moment is linear in $x$.

(d) Find the harmonic zero-point energy in electronvolts to three decimals. How much does it change if $w$ changes by $100\ \mathrm{cm^{-1}}$?

(e) Does the answer depend on whether the oxygen moves freely or is held immobile by the solid?

(f) A real bond is not harmonic. For a Morse potential whose line lies at the same $3500\ \mathrm{cm^{-1}}$, find the error made by taking half the line as the zero-point energy. Use an anharmonicity of $90\ \mathrm{cm^{-1}}$, defined in the solution, as a model parameter.

## Solution

### (a) From wavenumber to energy

Light in vacuum has frequency $\nu=c/\lambda=cw$, so its photon energy is

$$
Q=h\nu=hcw .
$$

The angular frequency is $\omega=2\pi\nu=2\pi cw$. Since $\hbar=h/2\pi$, the same energy can be written $Q=\hbar\omega$; the factors $2\pi$ cancel.

One inverse centimetre is 100 inverse metres, hence $w=3.5\times10^{5}\ \mathrm{m^{-1}}$. The frequency is

$$
\nu=(299792458\ \mathrm{m/s})(3.5\times10^{5}\ \mathrm{m^{-1}})
=1.049274\times10^{14}\ \mathrm{Hz},
$$

and the photon energy is

$$
Q=(6.62607\times10^{-34}\ \mathrm{J\,s})(1.049274\times10^{14}\ \mathrm{s^{-1}})
=6.95256\times10^{-20}\ \mathrm{J}.
$$

One electronvolt is $1.602177\times10^{-19}$ J. Division gives $Q=0.43394$ eV. This is the energy of a photon; its relation to the zero-point energy has to come from the oscillator.

### (b) The levels of the oscillator

The Hamiltonian is

$$
H=\frac{p^2}{2\mu}+\frac{1}{2}\mu\omega^2x^2,
\qquad \omega=\sqrt{\frac{k}{\mu}},
\qquad [x,p]=i\hbar .
$$

Define the operator

$$
a=\sqrt{\frac{\mu\omega}{2\hbar}}\left(x+\frac{ip}{\mu\omega}\right).
$$

Because $x$ and $p$ are Hermitian, $a^\dagger$ has the same form with $-i$ in place of $i$. Keeping the order of the operators,

$$
\begin{aligned}
a^\dagger a
&=\frac{\mu\omega}{2\hbar}\left[x^2+\frac{p^2}{\mu^2\omega^2}
+\frac{i}{\mu\omega}(xp-px)\right]\\
&=\frac{\mu\omega}{2\hbar}\left[x^2+\frac{p^2}{\mu^2\omega^2}
-\frac{\hbar}{\mu\omega}\right]
=\frac{H}{\hbar\omega}-\frac12 .
\end{aligned}
$$

The second line uses $i(xp-px)=i(i\hbar)=-\hbar$. In the product $aa^\dagger$ the commutator enters with the opposite sign, so $aa^\dagger=H/(\hbar\omega)+1/2$. Therefore

$$
H=\hbar\omega\left(a^\dagger a+\frac12\right),\qquad [a,a^\dagger]=1 .
$$

For any normalized state $\psi$, the mean value of $a^\dagger a$ is the squared norm of $a\psi$, which cannot be negative. Hence $\langle H\rangle\ge\hbar\omega/2$. The bound is reached if $a\psi=0$. With $ip=\hbar\,d/dx$ this condition reads

$$
x\psi+\frac{\hbar}{\mu\omega}\frac{d\psi}{dx}=0,
\qquad
\psi_0\propto\exp\left(-\frac{\mu\omega x^2}{2\hbar}\right).
$$

The Gaussian is normalizable, so it is an allowed state. A first-order linear equation has one solution up to a constant factor, so this ground state is unique.

For the other levels, the commutator gives $a^\dagger a\,a=(aa^\dagger-1)a=a(a^\dagger a-1)$, and thus $Ha=a(H-\hbar\omega)$. If $H\psi=E\psi$, then $a\psi$ is either zero or an eigenstate of energy $E-\hbar\omega$. Repeated lowering cannot continue below $\hbar\omega/2$, so it must end at a state annihilated by $a$, which is the Gaussian. Every eigenvalue is therefore $\hbar\omega/2$ plus a whole number of quanta.

All these values occur. The adjoint relation $Ha^\dagger=a^\dagger(H+\hbar\omega)$ shows that $a^\dagger$ raises the energy by one quantum, and the squared norm of $a^\dagger\psi$ is $\langle a^\dagger a\rangle+1$, which is never zero. The levels are

$$
E_v=\hbar\omega\left(v+\frac12\right),\qquad v=0,1,2,\ldots
$$

and the lowest is $E_0=\hbar\omega/2=hcw/2$.

This energy has two equal parts. Adding $a$ and $a^\dagger$ gives

$$
x=\ell\,(a+a^\dagger),\qquad \ell=\sqrt{\frac{\hbar}{2\mu\omega}} .
$$

In the ground state $a\psi_0=0$, so the one surviving term in $\langle x^2\rangle$ is $\ell^2\langle aa^\dagger\rangle=\ell^2$. The mean potential energy is $\mu\omega^2\ell^2/2=\hbar\omega/4$. The kinetic energy supplies the other $\hbar\omega/4$. A narrower wavefunction would lower the potential energy but raise the kinetic energy, so the bond cannot rest at the minimum.

### (c) What the infrared line measures

Write the dipole moment along the light's electric field as $d(x)=d_0+d_1x$. To lowest order in the field, the strength of the transition from level 0 to level $v$ is proportional to $|\langle v|d|0\rangle|^2$. For $v\ne0$ the constant $d_0$ contributes nothing, because the two states are orthogonal. What remains is

$$
\langle v|d|0\rangle=d_1\ell\,\langle v|(a+a^\dagger)|0\rangle
=d_1\ell\,\langle v|a^\dagger|0\rangle .
$$

The state $a^\dagger|0\rangle$ has unit norm and energy $3\hbar\omega/2$. It is orthogonal to every state of another energy, so transitions to $v=2,3,\ldots$ have zero strength in this model.

Nor is there a second state at $3\hbar\omega/2$. Suppose $\phi$ had this energy and were orthogonal to $a^\dagger|0\rangle$. Then $a\phi$ would be a multiple of $|0\rangle$, with coefficient $\langle0|a\phi\rangle=\langle a^\dagger 0|\phi\rangle=0$. This would make $a\phi=0$, so $\phi$ would be the ground state, which contradicts its energy. Thus $a^\dagger|0\rangle$ is the level $v=1$, and $|\langle1|x|0\rangle|=\ell$.

Energy conservation puts the line at

$$
hcw=E_1-E_0=\frac32\hbar\omega-\frac12\hbar\omega=\hbar\omega .
$$

The line measures a full quantum, the distance from the ground level to the next one. The zero-point energy is the distance from the potential minimum to the ground level, which is half as large. The infrared experiment does not measure that distance directly; the harmonic model supplies the factor one half.

### (d) The number and its sensitivity

With the photon energy from part (a),

$$
E_0=\frac{hcw}{2}=\frac{0.43394\ \mathrm{eV}}{2}=0.21697\ \mathrm{eV}
\approx0.217\ \mathrm{eV}.
$$

In joules this is $3.47628\times10^{-20}$ J for one bond.

The formula is linear in $w$. One inverse centimetre corresponds to 0.123984 meV, so a change $\Delta w=100\ \mathrm{cm^{-1}}$ gives

$$
\Delta E_0=\frac{hc\,\Delta w}{2}
=\frac{100\times0.123984\ \mathrm{meV}}{2}\approx6.2\ \mathrm{meV}.
$$

This slope is useful in an amorphous oxide, where O-H groups have different surroundings and their wavenumbers are spread over a band. Averaging the linear formula over the sites gives $\overline{E_0}=hc\,\overline{w}/2$, where $\overline{w}$ is the mean over sites. The centre of the absorption band need not equal this mean. By part (c), a site contributes to the absorption with a weight that contains $d_1^2$, so sites with a large dipole slope count more strongly.

The result also refers to one mode. A hydrogen atom has three directions of motion, and two of them bend the bond or move the hydrogen sideways. In the harmonic approximation the Hamiltonian of a stable structure separates into independent normal modes. Their energies add, and the total is

$$
E_{0,\mathrm{total}}=\frac{hc}{2}\sum_j w_j .
$$

The stretch supplies one positive term of this sum. If the energies of hydrogen at two stable sites are compared, the zero-point correction is the difference of the two complete sums. The value 0.217 eV alone is not that correction.

### (e) Free or immobile oxygen

Consider first an isolated O-H pair with its centre of mass at rest. The velocities then satisfy $m_{\mathrm O}u_{\mathrm O}=-m_{\mathrm H}u_{\mathrm H}$, and the bond length changes at the rate $\dot x=u_{\mathrm H}-u_{\mathrm O}$. Solving these two equations gives

$$
u_{\mathrm H}=\frac{m_{\mathrm O}}{m_{\mathrm O}+m_{\mathrm H}}\dot x,
\qquad
u_{\mathrm O}=-\frac{m_{\mathrm H}}{m_{\mathrm O}+m_{\mathrm H}}\dot x .
$$

The kinetic energy is

$$
\frac12m_{\mathrm H}u_{\mathrm H}^2+\frac12m_{\mathrm O}u_{\mathrm O}^2
=\frac12\,\frac{m_{\mathrm H}m_{\mathrm O}(m_{\mathrm O}+m_{\mathrm H})}
{(m_{\mathrm O}+m_{\mathrm H})^2}\,\dot x^2
=\frac12\mu\dot x^2,
$$

with $\mu=m_{\mathrm H}m_{\mathrm O}/(m_{\mathrm H}+m_{\mathrm O})$. If the solid holds the oxygen immobile, only the hydrogen moves and $\mu=m_{\mathrm H}$. This is also the limit $m_{\mathrm O}\to\infty$ of the formula. It is an idealization: to be immobile during the stretch, the oxygen would have to be tied to the lattice far more stiffly than to the hydrogen. When the oxygen's own lattice vibration is much slower than the stretch, as in an oxide, the free pair is the closer model.

Take round masses of 16 u and 1 u. The free pair has $\mu=16/17\ \mathrm u=0.94118$ u, and the immobile oxygen gives $\mu=1$ u. To produce the same wavenumber, the two models need different force constants $k=\mu\omega^2$:

- free pair: $k=679$ N/m and $\ell=7.15$ pm;
- immobile oxygen: $k=722$ N/m and $\ell=6.94$ pm.

The force constants differ by the factor $17/16$, and the lengths by $\sqrt{17/16}$, as $k\propto\mu$ and $\ell\propto\mu^{-1/2}$ require at fixed $\omega$. The zero-point energy $hcw/2$ contains neither $\mu$ nor $k$ and is the same in both models.

Diagonalizing the two Hamiltonians on a grid of bond displacements tests this without using the level formula. Both ground energies come out as 0.21697 eV and both first spacings as 0.43394 eV. These energies are listed in the numerical output. The program also checks that the matrix elements of $x$ from level 0 to levels 2 and 3 vanish within the numerical tolerance.

The answer to the question is therefore no, provided that $w$ is given. If the force constant is given instead, the mass does matter: $w=\sqrt{k/\mu}/(2\pi c)$, and a heavier hydrogen isotope in the same potential has a lower wavenumber and a lower zero-point energy.

### (f) The error for a Morse bond

A bond is easier to stretch than to compress, and it can break. The Morse potential contains both features:

$$
V(x)=D\left(1-e^{-bx}\right)^2 .
$$

Here $D$ is the well depth and $1/b$ sets the range. Introduce

$$
s=bx,\quad y=e^{-s},\quad X=\frac{\hbar^2b^2}{2\mu},\quad L=\sqrt{\frac DX}.
$$

The anharmonicity given in the problem is $X/(hc)=90\ \mathrm{cm^{-1}}$. Since $d/dx=b\,d/ds$, the Hamiltonian becomes

$$
H=X\left[-\frac{d^2}{ds^2}+L^2(1-y)^2\right].
$$

**Ground level.** As for the oscillator, write $H$ as a product plus a constant. Let

$$
A=\sqrt X\left(\frac{d}{ds}+W\right),\quad
A^\dagger=\sqrt X\left(-\frac{d}{ds}+W\right),\quad
W=L-\frac12-Ly .
$$

Because $dy/ds=-y$, the derivative of $W$ is $W'=Ly$. Multiplying out,

$$
\begin{aligned}
A^\dagger A&=X\left[-\frac{d^2}{ds^2}+W^2-W'\right]\\
&=X\left[-\frac{d^2}{ds^2}+\left(L-\tfrac12\right)^2-2L^2y+L^2y^2\right].
\end{aligned}
$$

The terms linear in $y$ were $-2L(L-\tfrac12)y-Ly=-2L^2y$. Comparison with $L^2(1-y)^2=L^2-2L^2y+L^2y^2$ gives

$$
H=A^\dagger A+X\left[L^2-\left(L-\tfrac12\right)^2\right]
=A^\dagger A+X\left(L-\tfrac14\right).
$$

The mean value of $A^\dagger A$ is not negative. It is zero for the solution of $A\psi=0$, which is $\psi_0\propto\exp[-(L-\tfrac12)s-Ly]$ and is normalizable for $L>1/2$. Hence $E_0=X(L-\tfrac14)$.

**First excited level.** If $A^\dagger A\phi=\varepsilon\phi$ with $\varepsilon>0$, then applying $A$ gives $AA^\dagger(A\phi)=\varepsilon(A\phi)$. In the same way, $A^\dagger$ carries eigenstates of $AA^\dagger$ back. The two products therefore share their positive eigenvalues. A zero eigenvalue of $AA^\dagger$ would need $A^\dagger\chi=0$, whose solution $\chi\propto\exp[(L-\tfrac12)s+Ly]$ grows without limit and is not normalizable. So the gap $E_1-E_0$ is the lowest eigenvalue of $AA^\dagger$. In this product $W'$ has the opposite sign:

$$
AA^\dagger=X\left[-\frac{d^2}{ds^2}+\left(L-\tfrac12\right)^2-2L(L-1)y+L^2y^2\right].
$$

Put $z=Ly/(L-1)$. The last two terms become $(L-1)^2(-2z+z^2)$, so

$$
AA^\dagger=X\left[-\frac{d^2}{ds^2}+(L-1)^2(1-z)^2
+\left(L-\tfrac12\right)^2-(L-1)^2\right].
$$

Replacing $y$ by $z$ merely shifts the origin of $s$. This is again a Morse Hamiltonian, with $L-1$ in place of $L$, plus the constant $X(L-\tfrac34)$. By the ground-level formula its lowest Morse energy is $X(L-1-\tfrac14)$, which requires $L>3/2$. The sum is

$$
E_1-E_0=X\left(L-\tfrac54\right)+X\left(L-\tfrac34\right)=2X(L-1).
$$

**Comparison with half the line.** Subtracting half of this gap from the ground energy gives

$$
E_0-\frac{E_1-E_0}{2}=X\left(L-\tfrac14\right)-X(L-1)=\frac34X .
$$

The difference is positive, so half the line underestimates the zero-point energy of a Morse bond. If $X\to0$ with the line held fixed, the difference vanishes and the harmonic answer returns.

For the line at $3500\ \mathrm{cm^{-1}}$,

$$
L=1+\frac{3500}{2\times90}=20.4444,
$$

well above the required $3/2$. The correction is $\tfrac34\times90=67.5\ \mathrm{cm^{-1}}$, or 8.4 meV, and the zero-point energy becomes

$$
\frac{E_0}{hc}=1750+67.5=1817.5\ \mathrm{cm^{-1}},
\qquad E_0\approx0.225\ \mathrm{eV}.
$$

Relative to the harmonic value of 0.217 eV the correction is 3.9 percent. Grid diagonalization of the Morse Hamiltonian confirms both levels and the correction.

It matters which wavenumber is called harmonic. Near its minimum the Morse potential is $Db^2x^2$, so its force constant is $2Db^2$. The corresponding harmonic quantum is

$$
\hbar\sqrt{\frac{2Db^2}{\mu}}=\sqrt{4DX}=2XL,
$$

where $b^2/\mu=2X/\hbar^2$ was used. Here it equals $2\times90\times20.4444=3680\ \mathrm{cm^{-1}}$, which lies above the observed line by $2X$. Half of it, $1840\ \mathrm{cm^{-1}}$, overestimates the Morse zero-point energy by $X/4=22.5\ \mathrm{cm^{-1}}$.

Thus, if $3500\ \mathrm{cm^{-1}}$ is a harmonic wavenumber, obtained from the curvature of the potential, 0.217 eV is the harmonic zero-point energy of that potential. If it is a measured line, 0.217 eV is an estimate, and in this Morse model it is about 8 meV too low. The size of that error follows from the chosen anharmonicity and from the Morse shape. The result $3X/4$ is exact only for that potential: another one-dimensional potential with the same line and the same anharmonicity gives a somewhat different correction, and coupling of the stretch to the bending motions is absent from the model. A particular O-H group in a particular oxide needs its own potential.

## Computed results

```
INPUTS AND CONVERSION
O-H stretching wavenumber: 3500 cm^-1
Planck constant h: 6.62607015e-34 J s
speed of light c: 299792458 m/s
elementary charge e: 1.602176634e-19 C
frequency nu: 1.04927e+14 Hz
angular frequency omega: 6.59278e+14 rad/s
energy of 1 cm^-1: 0.123984 meV
vibrational quantum hcw: 6.95256e-20 J
vibrational quantum hcw: 0.43394 eV
zero-point energy hcw/2: 3.47628e-20 J
zero-point energy hcw/2: 0.21697 eV
zero-point energy, three decimals: 0.217 eV
change of E0 per 100 cm^-1: 6.199 meV
HARMONIC HAMILTONIAN ON A GRID
model masses O, H: 16, 1 u
reduced mass of free pair: 0.94118 u
free pair: force constant: 679.29 N/m
free pair: ground energy: 0.21697 eV
free pair: spacing E1-E0: 0.43394 eV
free pair: |<0|x|1>|: 7.154 pm
immobile O: force constant: 721.75 N/m
immobile O: ground energy: 0.21697 eV
immobile O: spacing E1-E0: 0.43394 eV
immobile O: |<0|x|1>|: 6.940 pm
MORSE HAMILTONIAN ON A GRID
chosen anharmonicity X/(hc): 90 cm^-1
L = sqrt(D/X): 20.4444 (dimensionless)
well depth D: 4.6640 eV
range parameter b: 2.2416 1/angstrom
line position E1-E0: 3500.00 cm^-1
Morse zero-point energy: 1817.50 cm^-1
Morse zero-point energy: 0.22534 eV
excess over half the line: 67.50 cm^-1
excess over half the line: 8.369 meV
excess relative to hcw/2: 3.86 percent
```
